The Grønbech-Jensen–Farago Thermostat: Exact Variance, Diffusion and Half-Step Temperature

An atom in a simulated solid vibrates about its site, and the same atom in a melt wanders away. A Langevin thermostat should serve both cases at the largest time step the forces allow. But a finite step generally distorts what is sampled: the atom may spread too widely in its well, diffuse at the wrong rate, or appear to have the wrong temperature. Can one integrator avoid all three errors, at least where the force is linear or absent? The force-free case is only an idealisation of wandering: its diffusion is set by the thermostat friction alone, whereas in a melt the interatomic forces also shape it.

THE MODEL AND THE INTEGRATOR

One coordinate r of a particle of mass m obeys

m dv = f(r) dt − α v dt + dβ,  dr = v dt,

with constant friction coefficient α > 0. The random impulse collected over a time step dt is a Gaussian β of zero mean and variance

s = 2αkT dt,

independent from step to step; k is Boltzmann's constant. A superscript n marks the time n dt, and β^{n+1} acts between n and n+1. Define

γ = α/m,  g = γdt/2,  b = 1/(1 + g),  a = (1 − g)/(1 + g).

Three identities follow directly and will be used often:

1 + a = 2b,  1 − a = 2gb,  1 − b = gb.

Integrate the momentum equation over one step. Since the integral of v is the displacement, the friction term needs no approximation:

m(v^{n+1} − v^n) = ∫f dt − α(r^{n+1} − r^n) + β^{n+1}.  (1)

The displacement is approximated by the mean of the end velocities,

r^{n+1} − r^n = (dt/2)(v^n + v^{n+1}).  (2)

Put v^{n+1} from (1) into (2), with ∫f dt ≈ dt f^n because the new force is not yet known:

(1 + g)(r^{n+1} − r^n) = dt v^n + (dt²/2m) f^n + (dt/2m) β^{n+1}.

Multiplying by b gives the position update

r^{n+1} = r^n + b dt v^n + (b dt²/2m) f^n + (b dt/2m) β^{n+1}.  (3)

The new force can now be evaluated, so (1) is used again with the trapezoid ∫f dt ≈ (dt/2)(f^n + f^{n+1}) and the displacement from (3). The coefficient of v^n becomes 1 − γb dt = 1 − 2gb = a. That of f^n becomes (dt/2m)(1 − 2gb) = a dt/2m. That of β^{n+1} becomes (1 − gb)/m = b/m. Hence

v^{n+1} = a v^n + (dt/2m)(a f^n + f^{n+1}) + (b/m) β^{n+1}.  (4)

Equations (3) and (4), with the same β^{n+1} in both, are the Grønbech-Jensen–Farago integrator. Define also the half-step velocity

u^{n+1/2} = (r^{n+1} − r^n)/(√b dt).  (5)

The claims are these. In a harmonic well f = −mΩ²r with 0 < Ωdt < 2, the stationary position variance is kT/(mΩ²). For f = 0 the diffusion coefficient is D = kT/α. In both cases the variance of u is kT/m. None of these values depends on dt.

FIRST DERIVATION: POSITIONS ALONE

Let Δ^{n+1} = r^{n+1} − r^n and q = b dt/2m. Equation (3) gives

b dt v^n = Δ^{n+1} − (b dt²/2m) f^n − qβ^{n+1}.

Multiply (4), written for v^n, by b dt, and replace v^{n−1} by the same expression one step earlier. The terms in f^{n−1} cancel. The coefficient of β^n is 2bq − aq = q, since 2b − a = 1. The result is

Δ^{n+1} = aΔ^n + (b dt²/m) f^n + q(β^n + β^{n+1}).  (6)

Harmonic well. Let w = Ωdt and X = 1 − w²/2. Because 1 + a = 2b, (6) becomes

r^{n+1} = 2bX r^n − a r^{n−1} + q(β^n + β^{n+1}).  (7)

Without noise, solutions behave as λ^n with λ² − 2bXλ + a = 0. Here |a| < 1 because g > 0. A complex pair of roots has |λ|² = a < 1. For real roots, the polynomial equals 2b(1 − X) at λ = 1 and 2b(1 + X) at λ = −1. If |X| < 1 both values are positive, so the two roots lie on the same side of 1 and on the same side of −1. They cannot both lie outside the interval from −1 to 1, since their product is a. Thus |X| < 1, that is 0 < w < 2, ensures stability, and a stationary state exists.

Let σ² = ⟨r^n r^n⟩, C₁ = ⟨r^{n+1}r^n⟩ and C₂ = ⟨r^{n+1}r^{n−1}⟩ in that state. A position is uncorrelated with later impulses. By (3), ⟨β^n r^n⟩ = qs. Multiplying (7) by β^n then gives ⟨β^n r^{n+1}⟩ = 2bXqs + qs. Multiply (7) by r^n, r^{n−1} and r^{n+1} in turn and average:

2bC₁ = 2bXσ² + q²s,
C₂ = 2bXC₁ − aσ²,
σ² = 2bXC₁ − aC₂ + 2q²s(1 + bX).

In the first line, aC₁ was moved to the left, where 1 + a = 2b. Eliminate C₂ from the third line:

(1 − a²)σ² = 2bX(1 − a)C₁ + 2q²s(1 + bX).

Now use 1 − a = 2(1 − b), 1 − a² = 4b(1 − b) and C₁ = Xσ² + q²s/(2b):

4b(1 − b)(1 − X²)σ² = 2q²s[(1 − b)X + 1 + bX] = 2q²s(1 + X).

Dividing by 1 + X, which is positive,

σ² = q²s/[2b(1 − b)(1 − X)].  (8)

The numerator is (b²dt²/4m²)(2αkT dt) = b²γkT dt³/(2m). The denominator is 2b(bγdt/2)(Ω²dt²/2) = b²γΩ²dt³/2. Therefore

σ² = kT/(mΩ²).

The half-step temperature needs one more line. Equation (8) gives q²s/(2b) = (1 − b)(1 − X)σ², so

C₁ = σ²[X + (1 − b)(1 − X)] = σ²(1 − bw²/2),
⟨Δ²⟩ = 2(σ² − C₁) = bw²σ² = b dt² kT/m.

Dividing by b dt² gives ⟨u²⟩ = kT/m. The factor √b in (5) is thus fixed by the result. What makes it useful is that it does not contain Ω: one definition serves every stable harmonic frequency.

Free particle. With f = 0, (6) is a recursion for the displacements alone. Let c_j = ⟨Δ^{n+j}Δ^n⟩ in the stationary state of Δ. Since ⟨β^nΔ^n⟩ = qs, squaring and averaging (6) gives

c₀ = a²c₀ + 2q²s + 2aq²s, so c₀ = 2q²s/(1 − a).

Multiplying (6) by Δ^n gives

c₁ = ac₀ + q²s = q²s(1 + a)/(1 − a).

For larger lags the impulses in (6) are later than the earlier displacement, so c_j = a c_{j−1} for j ≥ 2. The mean square displacement eventually grows per step by

c₀ + 2(c₁ + c₂ + …) = c₀ + 2c₁/(1 − a) = 4q²s/(1 − a)².

With 1 − a = bγdt this is 2αkT dt/(m²γ²) = 2(kT/α)dt. In one dimension the growth is 2D dt, hence D = kT/α. Also c₀ = 2q²s/(bγdt) = b dt² kT/m, so ⟨u²⟩ = kT/m again.

SECOND DERIVATION: FOLLOWING ONE STEP IN PHASE SPACE

By (3) and (5), the integrator can be written as

u^{n+1/2} = √b[v^n + (dt f^n + β^{n+1})/2m],
r^{n+1} = r^n + √b dt u^{n+1/2},
v^{n+1} = (a/√b)u^{n+1/2} + (dt f^{n+1} + β^{n+1})/2m.  (9)

The last line follows from (4) on expressing v^n through u^{n+1/2}. The old force cancels, and the noise coefficient is (2b − a)/2m = 1/2m.

Harmonic well. Measure velocities in units of √(kT/m) and let x be Ωr in the same unit. Let η = β^{n+1}/2m, also in that unit; its variance is (s/4m²)/(kT/m) = γdt/2 = g. With primes for the end of the step, (9) reads

u = √b(v − wx/2 + η),
x' = x + √b w u,
v' = (a/√b)u − wx'/2 + η.

Suppose that at the start

⟨x²⟩ = 1,  ⟨xv⟩ = 0,  ⟨v²⟩ = 1 − w²/4.  (10)

The new impulse η is independent of x and v, so

⟨u²⟩ = b(1 − w²/4 + w²/4 + g) = b(1 + g) = 1,
⟨xu⟩ = −√b w/2,
⟨x'²⟩ = 1 − bw² + bw² = 1.

It remains to show that the other two moments return to their starting values. The required averages are ⟨uη⟩ = √b g, ⟨x'η⟩ = bwg and ⟨x'u⟩ = −√b w/2 + √b w = √b w/2. Then

⟨x'v'⟩ = aw/2 − w/2 + bwg = (w/2)(a − 1 + 2bg) = 0,
⟨v'²⟩ = a²/b + w²/4 + g − aw²/2 + 2ag − bgw².

The terms in w² add up to w²[1/4 − (a + 2bg)/2] = −w²/4, because a + 2bg = 1. For the rest, put a = (1 − g)b:

a²/b + 2ag + g = b(1 − g)(1 − g + 2g) + g = (1 − g) + g = 1.

So (10) reproduces itself. It is also the one stationary covariance. The difference of two stationary covariances would be carried unchanged by the noise-free map, whose eigenvalues are the roots λ found above. Since these lie inside the unit circle, repeated steps shrink the difference to zero. In ordinary units,

⟨r²⟩ = kT/(mΩ²),  ⟨u²⟩ = kT/m,  ⟨v²⟩ = (kT/m)(1 − Ω²dt²/4).

The on-site velocity v is therefore too cold in a well. The calculation of ⟨u²⟩ shows how u recovers the temperature: the half kick from the spring supplies the missing w²/4, the noise adds g, and the factor b removes the excess. The velocity u^{n+1/2} belongs to the step between r^n and r^{n+1}, not to the time of r^n. Its correlation coefficient with r^n is −√b Ωdt/2 and with r^{n+1} it is +√b Ωdt/2, so u is uncorrelated with the mean of the two positions. A correlation across half a step exists in the continuum too: in a time dt/2 the spring changes the velocity by about −Ω²r dt/2, which gives a coefficient of −Ωdt/2 to first order in dt. The separate distributions of r and u have the right variances, but the pair r^n, u^{n+1/2} should not be read as a sample of position and velocity at one time.

Free particle. With f = 0, (4) is v^{n+1} = av^n + (b/m)β^{n+1}, with stationary variance b²s/[m²(1 − a²)] = kT/m, since 1 − a² = 4gb². Summing (1) over N steps gives

α(r^N − r^0) = −m(v^N − v^0) + Σβ.

Start from a thermal velocity, square and average. The velocity term gives 2mkT(1 − a^N), because ⟨v^N v^0⟩ = a^N kT/m. The noise gives 2αkT N dt. For the cross term, ⟨v^N β^j⟩ = a^{N−j}bs/m, and the sum over j from 1 to N is

(bs/m)(1 − a^N)/(1 − a) = 2kT(1 − a^N).

It enters with the factor −2m and contributes −4mkT(1 − a^N). Altogether

⟨(r^N − r^0)²⟩ = 2D[N dt − (1 − a^N)/γ],  D = kT/α.  (11)

In the continuum the velocity correlation (kT/m)e^{−γt} leads to the same expression with e^{−γN dt} in place of a^N. The diffusion coefficient is exact for every dt, but the transient is not. For γdt > 2, a is negative and the correlation a^N kT/m of the on-site velocity v alternates in sign; the long-time slope is still 2D.

NUMBERS FOR A LARGE STEP

Take a model particle of mass 20 u at 300 K, with oscillator period 50 fs, γ = 50 ps⁻¹ and dt = 10 fs, so that there are five steps per period. Then Ω = 125.664 ps⁻¹, Ωdt = 1.2566, γdt = 0.5, b = 1/1.25 = 0.8 and a = 0.75/1.25 = 0.6. With kT = 249.434 u Å² ps⁻²,

⟨r²⟩ = 249.434/(20 × 125.664²) = 7.898 × 10⁻⁴ Å²,

an rms displacement of 0.0281 Å. This is the classical value, which is what the integrator samples. At this frequency ħΩ/kT = 3.2, so a quantum oscillator with the same mass, frequency and temperature would spread more widely, with an rms displacement of 0.0370 Å. The half-step velocity gives 300 K. The on-site velocity gives 300 × (1 − 1.2566²/4) = 181.6 K, and the bare quotient (r^{n+1} − r^n)/dt gives 0.8 × 300 = 240 K. The correlation coefficient of r^n and u^{n+1/2} is −0.562.

A simulation of 20000 independent particles, averaged over 300 steps after 100 discarded ones, gave 7.907 × 10⁻⁴ Å², 300.2 K from u and 181.7 K from v. The deviations from the formulas are about 0.1 per cent or less, the size expected from a finite sample.

Without the spring, D = 249.434/(20 × 50) = 0.2494 Å²/ps. After one step (11) gives 2D(0.010 − 0.4/50) = 0.000998 Å², about 6 per cent below the continuum value of 0.001063 Å². After ten steps the values are 0.03997 and 0.03998 Å², and after a hundred both are 0.4889 Å².

WHAT EACH DERIVATION ASSUMES

Both derivations assume a force that is linear or zero, constant friction, and impulses that are independent with variance 2αkT dt. The variances and D do not require the impulses to be Gaussian. Gaussian impulses are needed for the stronger statement that the stationary position distribution is the Boltzmann distribution of the well.

The first derivation assumes stationarity and then finds the variance without a guess. It never needs a meaning for v, so its results belong to the trajectory itself. Its diffusion argument was used here only for long times, though the correlations c_j also determine the mean square displacement after any number of steps. The second derivation starts from a proposed covariance and needs stability to show that no other is possible. It also gives the on-site temperature and, for a thermal initial velocity, leads directly to the mean square displacement at every step.

Neither derivation makes u a velocity for all purposes. Under a constant force F, averaging (1) in the steady state gives a mean displacement F dt/α per step, so the positions drift at the correct rate. The mean of u, however, is F/(α√b). For F = 1000 u Å ps⁻² in the example, the drift is 1.000 Å/ps and the mean of u is 1.118 Å/ps. Drift should be read from the positions.

For an anharmonic force both arguments break at the same point: averages such as ⟨rf⟩ and ⟨f²⟩ no longer reduce to ⟨r²⟩, and the moment equations do not close. A case that can be computed without sampling noise shows the consequence. Set m = kT = 1, V = r²/2 + 0.2 cos 2r, dt = 1.2 and γdt = 2, so that a = 0. Then y^n = r^n − qβ^n depends on the past through y^{n−1} alone, because (6) gives

y^{n+1} = r^n + (b dt²/m)f^n + qβ^n,  r^n = y^n + qβ^n.

Iterating the transition probability of y on a grid yields its stationary density. The integrator gives ⟨r²⟩ = 1.1192, against the Boltzmann value 1.1107, an error of 0.77 per cent. It gives ⟨u²⟩ = 1.038 where the exact value is 1. In an anharmonic system the step must therefore still be checked for convergence, and the check should include the positions themselves. The same holds for diffusion: the exact D = kT/α was shown only for zero force, and with forces present D in general differs from kT/α and changes with the step. The half-step temperature is a different average with an error of its own: here it is off by 3.8 per cent, about five times the relative error of ⟨r²⟩.
